\section*{Berry-phase polarization of crystals and its change along insulating paths, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the polarization of one crystal and the current in a slow change}

A polar crystal can carry bound charge where it ends or meets another crystal, and in transistors made of polar wide-gap semiconductors this charge is part of the design. It is computed from the bulk polarization. The problem asks how much of that quantity is fixed by the bulk, and what is fixed in addition when the crystal is taken slowly from one state to another.

\textbf{Setting.} Hartree atomic units are used, so $\hbar=m_e=1$. The elementary charge $e=1$ is kept visible to show signs, and an electron has charge $-e$. The crystal has fixed lattice vectors $\mathbf a_j$, cell volume $\Omega$ and reciprocal vectors $\mathbf b_j$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Ion $s$ of the cell has charge $Z_se$, with $Z_s$ an integer, and position $\boldsymbol\tau_s$. The electrons are independent and move in a periodic potential without a macroscopic electric field. They fill $N$ bands, separated at each $\mathbf k$ by a gap from the empty ones. A filled band holds $f$ electrons per cell: $f=2$ for spin pairs and $f=1$ if each spin state is counted as its own band. Neutrality requires $\sum_sZ_s=fN$.

Bloch states are written $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ periodic in $\mathbf r$ and normalized over one cell. The $u_{n\mathbf k}$ may be any orthonormal basis of the occupied space at $\mathbf k$, called a frame. It must be smooth in $\mathbf k$ and obey
\begin{equation}
u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k},
\label{eq:per}
\end{equation}
which says that $\psi_{n\mathbf k}$ is periodic in $\mathbf k$. We assume that such a frame exists. This excludes crystals whose occupied bands have a nonzero Chern number. The Berry-phase formula is
\begin{equation}
\mathbf P=\frac e\Omega\sum_sZ_s\boldsymbol\tau_s
-\frac{fe}{(2\pi)^3}\int_{BZ}\mathrm{Tr}\,\mathbf A\,d^3k,
\qquad
\mathbf A_{mn}=i\langle u_m|\nabla_{\mathbf k}u_n\rangle .
\label{eq:P}
\end{equation}
The second term is called $\mathbf P_{\rm el}$.

\subsection*{(a) A change of frame}
\textit{Let $\tilde u_n=\sum_mu_mU_{mn}$ with a smooth unitary matrix $U(\mathbf k)$. How does $\mathrm{Tr}\,\mathbf A$ change?}

\textbf{Solution.} Insert the new frame and use the product rule:
\begin{align}
\tilde{\mathbf A}_{mn}
&=i\sum_{pq}U^*_{pm}\langle u_p|\bigl(|\nabla u_q\rangle U_{qn}+|u_q\rangle\nabla U_{qn}\bigr)\nonumber\\
&=(U^\dagger\mathbf AU)_{mn}+i(U^\dagger\nabla U)_{mn}.
\end{align}
The trace is cyclic and $UU^\dagger=1$, so $\mathrm{Tr}\,U^\dagger\mathbf AU=\mathrm{Tr}\,\mathbf A$. For the last term, a small change of $U$ gives
\begin{equation}
\det(U+dU)=\det U\,\det(1+U^{-1}dU)=\det U\,(1+\mathrm{Tr}\,U^{-1}dU)
\end{equation}
to first order, so $\mathrm{Tr}\,U^\dagger\nabla U=\nabla\ln\det U$. A unitary determinant is a phase. Write $\det U=e^{-i\beta(\mathbf k)}$ with $\beta$ real and continuous. Then $i\nabla(-i\beta)=\nabla\beta$, and
\begin{equation}
\mathrm{Tr}\,\tilde{\mathbf A}=\mathrm{Tr}\,\mathbf A+\nabla\beta .
\label{eq:shiftA}
\end{equation}
The integrand of the formula thus depends on the frame. Only the overall phase $\beta$ matters; a mixing of bands with unit determinant has no effect.

\subsection*{(b) The values of the electronic term}
\textit{Both frames obey \eqref{eq:per}. By what amounts can $\mathbf P_{\rm el}$ differ between them, and what does the difference mean in real space?}

\textbf{Solution.} The matrix $U_{mn}=\langle u_m|\tilde u_n\rangle$ takes the same value at $\mathbf k+\mathbf G$ and at $\mathbf k$, because the factor $e^{-i\mathbf G\cdot\mathbf r}$ cancels between bra and ket. So $e^{-i\beta}$ is periodic, while $\beta$ itself may grow by a multiple of $2\pi$:
\begin{equation}
\beta(\mathbf k+\mathbf b_j)-\beta(\mathbf k)=2\pi n_j .
\end{equation}
The left side is continuous in $\mathbf k$ and the right side is an integer times $2\pi$, so $n_j$ is the same for all $\mathbf k$. Define the lattice vector $\mathbf R=\sum_jn_j\mathbf a_j$. Since $\mathbf b_j\cdot\mathbf R=2\pi n_j$, the function $\beta_0=\beta-\mathbf k\cdot\mathbf R$ is periodic. The gradient of a periodic function integrates to zero over a primitive reciprocal cell, because the values on opposite faces cancel. The cell has volume $(2\pi)^3/\Omega$, so
\begin{equation}
\int_{BZ}\nabla\beta\,d^3k=\frac{(2\pi)^3}{\Omega}\mathbf R,
\qquad
\tilde{\mathbf P}_{\rm el}=\mathbf P_{\rm el}-\frac{fe}{\Omega}\mathbf R .
\label{eq:quant}
\end{equation}
Each lattice vector can be reached: multiply one $u_n$ by $e^{-i\mathbf k\cdot\mathbf R}$ and leave the others alone. Shifts by a fraction of a lattice vector cannot occur.

As a numerical test, a matrix $U(\mathbf k)$ that mixes two bands was set up on a triclinic lattice. The zone average of $i\,\mathrm{Tr}\,U^\dagger\nabla U$ came out as $(5.5,\,4.5,\,-7.0)$ bohr, which is the lattice vector $\mathbf R$ expected from the windings.

For the meaning, form the Wannier function $w_n=\Omega(2\pi)^{-3}\int_{BZ}\psi_{n\mathbf k}\,d^3k$. Use $\mathbf re^{i\mathbf k\cdot\mathbf r}=-i\nabla_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and integrate by parts; the boundary term vanishes because $\psi_{n\mathbf k}$ is periodic in $\mathbf k$:
\begin{equation}
\mathbf rw_n=\frac{\Omega}{(2\pi)^3}\int_{BZ}e^{i\mathbf k\cdot\mathbf r}\,i\nabla_{\mathbf k}u_{n\mathbf k}\,d^3k .
\end{equation}
Take the overlap with $w_n$. Bloch states obey $\langle\psi_{\mathbf k}|\psi_{\mathbf k'}\rangle\propto\delta(\mathbf k-\mathbf k')$ with prefactor $(2\pi)^3/\Omega$, which leaves
\begin{equation}
\langle w_n|\mathbf r|w_n\rangle=\frac{\Omega}{(2\pi)^3}\int_{BZ}\mathbf A_{nn}\,d^3k .
\label{eq:center}
\end{equation}
Hence $\mathbf P_{\rm el}$ is the dipole per volume of charges $-fe$ placed at the Wannier centers. Because $e^{-i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r)=\psi_{\mathbf k}(\mathbf r-\mathbf R)$, the phase factor above moves one Wannier function by $\mathbf R$. An infinite crystal holds a copy in each cell, and nothing in the bulk says which copy belongs to which cell.

\subsection*{(c) Ions, spin pairs and the full set of values}
\textit{Include the freedom to choose which copy of an ion is listed in the cell. What set of values does $\mathbf P$ take? Does the set depend on the origin, and what does inversion symmetry allow?}

\textbf{Solution.} Replacing $\boldsymbol\tau_s$ by $\boldsymbol\tau_s+\mathbf R_s$ describes the same crystal and adds $Z_se\mathbf R_s/\Omega$. With \eqref{eq:quant} the total shift is
\begin{equation}
\Delta\mathbf P=\frac e\Omega\Bigl(\sum_sZ_s\mathbf R_s-f\mathbf R\Bigr).
\end{equation}
Each coefficient of this vector along $\mathbf a_j$ is an integer combination of $f$ and the $Z_s$. Such combinations make up the multiples of the greatest common divisor $q$ of these numbers. Therefore
\begin{equation}
\mathbf P=\frac e\Omega\sum_jp_j\mathbf a_j,\qquad p_j\ \text{defined modulo } q .
\label{eq:set}
\end{equation}
For $f=1$ we have $q=1$. For $f=2$ we have $q=1$ if some $Z_s$ is odd, and $q=2$ if all are even. In each case the shifts lie in the set $e\mathbf R/\Omega$, which is what is meant by the quantum of polarization.

Now displace the whole crystal by $\mathbf d$. The ionic term gains $e\sum_sZ_s\mathbf d/\Omega$. The Bloch states become $\psi_{\mathbf k}(\mathbf r-\mathbf d)$, so the new periodic parts are $e^{-i\mathbf k\cdot\mathbf d}u_{\mathbf k}(\mathbf r-\mathbf d)$. They still obey \eqref{eq:per}, and each $\mathbf A_{nn}$ gains $\mathbf d$. The electronic term gains $-feN\mathbf d/\Omega$, and by neutrality the two cancel. The set \eqref{eq:set} does not depend on the origin.

Inversion reverses $\mathbf P$. If the crystal is symmetric under inversion about some point, the set must map onto itself, so $-p_j=p_j+q\ell$ with integer $\ell$. This allows $p_j=0$ or $p_j=q/2$, modulo $q$. A nonzero number from \eqref{eq:P} for a crystal with inversion symmetry is thus no contradiction.

\subsection*{(d) The current during a slow change}
\textit{Let the Hamiltonian depend on a parameter $\lambda(t)$ that varies slowly, with the gap open throughout. Find the electronic current to first order in $\dot\lambda=d\lambda/dt$.}

\textbf{Solution.} The physical change of polarization is the current density that has flowed through the bulk, $d\mathbf P/dt=\mathbf j$. The ions contribute $(e/\Omega)\sum_sZ_s\dot{\boldsymbol\tau}_s$. For the electrons, the lattice stays periodic and no macroscopic field acts, so $\mathbf k$ is conserved, and each $\mathbf k$ evolves under $H(\mathbf k,\lambda)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. The velocity operator is $i[H,\mathbf r]$, which in this representation is $\nabla_{\mathbf k}H(\mathbf k,\lambda)$.

Let $\Pi=\sum_n|u_n\rangle\langle u_n|$ project on the occupied space. From $\Pi^2=\Pi$ follows $(\partial\Pi)\Pi+\Pi\,\partial\Pi=\partial\Pi$ for any derivative. Between two occupied states this reads $2x=x$, and between two empty states $0=x$. So $\partial\Pi$ connects occupied with empty states and has no other elements. The evolving density operator is $\rho=\Pi+\dot\lambda\rho_1$ to first order. It also obeys $\rho^2=\rho$, so $\rho_1$ has the same structure. The equation $i\dot\rho=[H,\rho]$ becomes, at first order in $\dot\lambda$,
\begin{equation}
i\,\partial_\lambda\Pi=[H,\rho_1].
\end{equation}
With energy eigenstates $n$ (occupied) and $m$ (empty),
\begin{equation}
\langle m|\rho_1|n\rangle=\frac{i\langle m|\partial_\lambda\Pi|n\rangle}{E_m-E_n}.
\label{eq:rho1}
\end{equation}
The denominators contain occupied--empty pairs alone, so crossings among the occupied bands do no harm. If the gap to the empty bands closes, the expansion fails.

The velocity needs a similar relation. Differentiate $[H,\Pi]=0$ with respect to $k_j$ and take the element $\langle n|\cdots|m\rangle$. Since $\Pi|m\rangle=0$ and $\langle n|\Pi=\langle n|$,
\begin{equation}
-\langle n|\partial_jH|m\rangle+(E_n-E_m)\langle n|\partial_j\Pi|m\rangle=0 .
\label{eq:vel}
\end{equation}
The first-order velocity is $\dot\lambda\,\mathrm{Tr}(\rho_1\partial_jH)$, which is $\dot\lambda$ times twice the real part of $\sum_{nm}\langle n|\partial_jH|m\rangle\langle m|\rho_1|n\rangle$. In the product of \eqref{eq:vel} and \eqref{eq:rho1} the energies cancel and leave a factor $-i$:
\begin{equation}
v_j=2\dot\lambda\,\mathrm{Re}(-iX_j)=2\dot\lambda\,\mathrm{Im}X_j,\qquad
X_j=\sum_{nm}\langle n|\partial_j\Pi|m\rangle\langle m|\partial_\lambda\Pi|n\rangle .
\end{equation}
In a smooth frame, $\partial_\lambda\Pi|u_n\rangle=(1-\Pi)|\partial_\lambda u_n\rangle$, and the same holds for $\partial_j$. Hence
\begin{equation}
X_j=\sum_n\langle\partial_ju_n|\partial_\lambda u_n\rangle
-\sum_{np}\langle\partial_ju_n|u_p\rangle\langle u_p|\partial_\lambda u_n\rangle .
\end{equation}
Let $A_j$ and $A_\lambda$ be the matrices $i\langle u_m|\partial u_n\rangle$ for the two derivatives. They are Hermitian because the frame stays orthonormal. The last sum is $\sum_{np}(iA_{j,np})(-iA_{\lambda,pn})=\mathrm{Tr}A_jA_\lambda$, which is real and drops out of the imaginary part.

At zeroth order the velocity is $\mathrm{Tr}(\Pi\,\partial_jH)=\partial_j\mathrm{Tr}(\Pi H)$, since $\mathrm{Tr}(H\partial_j\Pi)=0$. This derivative of a periodic function integrates to zero. There are $f/(2\pi)^3$ electrons per volume and $d^3k$ in each band, each with charge $-e$. Dividing the current by $\dot\lambda$ gives
\begin{equation}
\frac{dP_{{\rm el},j}}{d\lambda}=-\frac{fe}{(2\pi)^3}\int_{BZ}F_j\,d^3k,
\qquad F_j=2\,\mathrm{Im}\sum_n\langle\partial_ju_n|\partial_\lambda u_n\rangle .
\label{eq:current}
\end{equation}
The rate $\dot\lambda$ has disappeared: the charge moved depends on the path and not on the schedule. If $\dot\lambda$ is switched on smoothly, the neglected current is at most of order $\dot\lambda^2$ and $\ddot\lambda$. An abrupt start adds a current of order $\dot\lambda$ that oscillates at the transition frequencies, and its time integral stays of order $\dot\lambda$. In either case the neglected charge over a ramp of duration $T$ vanishes at least as fast as $1/T$.

\section{Second half: changes along paths, and a chain of atoms}

\textbf{Taken from the first half.} The polarization $\mathbf P$ is the ionic term $(e/\Omega)\sum_sZ_s\boldsymbol\tau_s$ plus the electronic term $\mathbf P_{\rm el}=-fe(2\pi)^{-3}\int_{BZ}\mathrm{Tr}\,\mathbf A\,d^3k$, with $\mathbf A_{mn}=i\langle u_m|\nabla_{\mathbf k}u_n\rangle$. Here $f$ is the number of electrons per filled band and cell, $\Omega$ the cell volume and $\Pi$ the projector on the occupied space. Frames $u_n$ are smooth and obey $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$. Two frames for one Hamiltonian give values of $\mathbf P_{\rm el}$ that differ by $-fe\mathbf R/\Omega$, with $\mathbf R$ a lattice vector \eqref{eq:quant}. In a slow change with an open gap, the bulk current gives $d\mathbf P_{\rm el}/d\lambda$ as the zone integral \eqref{eq:current} of $F_j=2\,\mathrm{Im}\sum_n\langle\partial_ju_n|\partial_\lambda u_n\rangle$.

We have seen that the bulk fixes the polarization only modulo a quantum, and that in a slow change with an open gap the electronic current follows from a zone integral that does not depend on the rate. It remains to integrate this current along a path, to decide whether an integer stays free, and to test the result on a chain of atoms and the charge at its ends.
